\section*{Angular distribution of desorption over a sharp barrier in normal energy}

\section{What the cosine law gets wrong}

Suppose that a flux-counting detector on the surface normal is used to find how fast molecules leave a hot surface. If the desorbed flux per solid angle is taken to follow the cosine law, $j(\theta)=R\cos\theta/\pi$, the reading $j(0)$ gives the total rate $R=\pi j(0)$. When molecules must cross an adsorption barrier $E_0$ in normal kinetic energy, this inference is too large by a factor $1+E_0/kT$, as shown below. For $E_0=0.40$ eV and $T=1000$ K the factor is 5.6. The cosine law also puts a quarter of the molecules within $30^\circ$ of the normal, where the barrier model puts 84 per cent. The barrier also raises the mean translational energy of the desorbed molecules, from 0.17 eV without a barrier to 0.57 eV.

\section{Assumptions and theorem}

Let $\theta$ be the angle from the outward normal, $E$ the translational energy of a molecule far from the surface, and $E_n=E\cos^2\theta$ its normal part. An incoming molecule is assigned the angle $\theta$ of its reversed velocity. The assumptions are these.

\begin{enumerate}
\item The surface is flat, and the adsorbed layer is in thermal equilibrium at temperature $T$. The gas that would be in equilibrium with it is ideal and classical, with impingement rate $Z$ per unit area.
\item A molecule from the gas sticks with probability $S=1$ if $E_n>E_0$ and $S=0$ otherwise, whatever its internal state and azimuth. Here $E_0\ge 0$.
\item The motion of molecule and surface is reversible in time.
\item Removing the gas does not alter the desorption from a layer of given coverage and temperature.
\item Desorbed molecules do not collide with one another.
\end{enumerate}

\paragraph{Theorem.} With $e=E_0/kT$, the number of molecules desorbed per unit area, time and solid angle is
\begin{equation}
j(\theta)=\frac{Z}{\pi}\,e^{-e}\,
\frac{E_0+kT\cos^2\theta}{kT\cos\theta}\,
\exp\!\left(-\frac{E_0\tan^2\theta}{kT}\right),
\qquad 0\le\theta<\frac{\pi}{2}.
\label{main}
\end{equation}
For $E_0>0$ it is more strongly peaked along the normal than a cosine.

The quantity $j$ is a flux per solid angle. The distribution in $\theta$ itself is $2\pi\sin\theta\,j(\theta)$, which vanishes on the normal. A detector that responds to number density weights each molecule by its inverse speed and, for $E_0>0$, sees a different curve. If such a detector is calibrated with thermal gas speeds, the overestimate of the total rate for $E_0=0.40$ eV and $T=1000$ K is 2.7 instead of 5.6.

\section{Two lemmas and the proof}

\paragraph{Lemma 1.} The flux of equilibrium gas onto the surface, per solid angle and energy, is
\begin{equation}
i(E,\theta)=\frac{Z}{\pi (kT)^2}\,E\,e^{-E/kT}\cos\theta .
\label{incident}
\end{equation}

\emph{Proof.} For gas of number density $N$ and molecular mass $m$, the flux with speed in $dv$ and direction in $d\Omega$ is the Maxwell density times the normal speed:
\begin{equation}
N\left(\frac{m}{2\pi kT}\right)^{3/2}e^{-mv^2/2kT}\,(v\cos\theta)\,v^2\,dv\,d\Omega .
\end{equation}
Since $E=mv^2/2$, we have $v^2=2E/m$ and $v\,dv=dE/m$, so $v^3dv=2E\,dE/m^2$. The flux is therefore $C\,E\,e^{-E/kT}\cos\theta\,dE\,d\Omega$, with $C$ independent of $E$ and $\theta$. Its integral over all energies and the hemisphere must equal $Z$. The two integrals are
\begin{equation}
\int_0^\infty E\,e^{-E/kT}dE=(kT)^2,\qquad
\int\cos\theta\,d\Omega=2\pi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\pi,
\end{equation}
so $C=Z/[\pi(kT)^2]$. $\square$

\paragraph{Lemma 2.} The desorbed flux per solid angle and energy is $S(E\cos^2\theta)\,i(E,\theta)$.

\emph{Proof.} Consider the full equilibrium of gas and surface, and all trajectories in which a molecule arrives with velocity near $\mathbf v$ and becomes adsorbed. Time reversal maps each onto a trajectory that starts adsorbed and ends in the gas with velocity near $-\mathbf v$. The canonical weight depends on the total energy, which is conserved and unchanged by reversing the momenta; phase-space volume is conserved too. The two sets are therefore traversed at equal rates. The first rate is the incident flux times $S$, and the second is the desorbed flux at the same $E$ and $\theta$. By assumption 4 the latter persists when the gas is removed. $\square$

\paragraph{Proof of the formula.} The condition $E\cos^2\theta>E_0$ means $E>E_c$ with $E_c=E_0/\cos^2\theta$. By the lemmas,
\begin{equation}
j(\theta)=\frac{Z\cos\theta}{\pi(kT)^2}\int_{E_c}^{\infty}E\,e^{-E/kT}\,dE .
\end{equation}
Integration by parts gives
\begin{align}
\int_{E_c}^{\infty}E\,e^{-E/kT}dE
&=\left[-kT\,E\,e^{-E/kT}\right]_{E_c}^{\infty}+kT\int_{E_c}^{\infty}e^{-E/kT}dE\nonumber\\
&=kT\,(E_c+kT)\,e^{-E_c/kT}.
\end{align}
The factor outside the exponential becomes
\begin{equation}
\cos\theta\left(\frac{E_0}{\cos^2\theta}+kT\right)=\frac{E_0+kT\cos^2\theta}{\cos\theta},
\end{equation}
and $1/\cos^2\theta=1+\tan^2\theta$ splits the exponential into $e^{-e}\exp(-e\tan^2\theta)$. This is (\ref{main}). $\square$

\paragraph{Proof of the peaking.} Put $x=e\tan^2\theta$, so that $e/\cos^2\theta=e+x$. Dividing $j$ by its value on the normal and by the cosine gives
\begin{equation}
\frac{j(\theta)}{j(0)\cos\theta}
=\frac{1+e+x}{1+e}\,e^{-x}
=\left(1+\frac{x}{1+e}\right)e^{-x}.
\label{ratio}
\end{equation}
Its derivative with respect to $x$ is
\begin{equation}
\left[\frac{1}{1+e}-1-\frac{x}{1+e}\right]e^{-x}=-\frac{e+x}{1+e}\,e^{-x}<0
\end{equation}
for $e>0$. Since $x$ grows with $\theta$, the ratio to a cosine falls steadily from 1. $\square$

\paragraph{Remark: why the normal energy matters.} A barrier alone does not focus the flux. If sticking required the total energy $E$ to exceed $E_0$, the lower limit of the integral would be $E_0$ at every angle, and the result would be $j=(Z/\pi)(1+e)e^{-e}\cos\theta$. The molecules would be fast, but their directions would follow the cosine law. The peaking comes from the limit $E_0/\cos^2\theta$, which rises away from the normal.

\paragraph{Remark: the equilibrium outflow.} With the gas present, molecules that fail to stick return to it. In equilibrium the total outflow must balance (\ref{incident}) and follows a cosine, so the reflected flux supplies the difference $Z\cos\theta/\pi-j(\theta)$. The peak is seen when desorption is observed without this reflected part.

\section{A second derivation, and the cone fraction}

The same distribution follows from the motion of a molecule over a barrier that depends on height alone. At the barrier top, the outward flux of a thermal classical molecule has normal kinetic energy $\varepsilon$ distributed as $e^{-\varepsilon/kT}/kT$, because the flux weight $v_n\,dv_n$ is proportional to $d\varepsilon$. The energy $E_p$ of the two parallel motions has the same exponential distribution. On the way out the normal energy grows to $E_n=E_0+\varepsilon$, while $E_p$ is conserved.

\paragraph{Proposition 1.} The fraction of desorbed molecules within angle $\theta$ of the normal is
\begin{equation}
F(\theta)=1-\cos^2\theta\,\exp(-e\tan^2\theta).
\label{cone}
\end{equation}

\emph{Proof.} A molecule lies inside the cone if $E_p<E_n\tan^2\theta$, which for given $\varepsilon$ has probability $1-\exp[-(E_0+\varepsilon)\tan^2\theta/kT]$. Averaging with $y=\varepsilon/kT$,
\begin{equation}
F=\int_0^\infty e^{-y}\left[1-e^{-(e+y)\tan^2\theta}\right]dy
=1-\frac{e^{-e\tan^2\theta}}{1+\tan^2\theta},
\end{equation}
and $1/(1+\tan^2\theta)=\cos^2\theta$. $\square$

To compare with the theorem, differentiate, using $d(\tan^2\theta)/d\theta=2\sin\theta/\cos^3\theta$:
\begin{align}
\frac{dF}{d\theta}
&=\left[2\cos\theta\sin\theta+\cos^2\theta\,\frac{2e\sin\theta}{\cos^3\theta}\right]e^{-e\tan^2\theta}\nonumber\\
&=2\sin\theta\,\frac{e+\cos^2\theta}{\cos\theta}\,e^{-e\tan^2\theta}
=\frac{2\pi\sin\theta\,j(\theta)}{Z\,e^{-e}} .
\end{align}
The two routes agree. Integrating from $0$ to $\pi/2$, where $F$ rises from 0 to 1, shows that the total desorbed flux is $Ze^{-e}$. On the normal $j(0)=(Z/\pi)(1+e)e^{-e}$, so $\pi j(0)$ exceeds the total by the factor $1+e$ quoted at the start.

This picture was also tested with Newtonian trajectories for $e=4.642$. The potential was $E_0e^{-z^2}$ outside the barrier top and $-kT+(E_0+kT)e^{-z^2}$ inside it, with $z$ in units of the barrier width. Thermal molecules were started in the well, and the parallel energy was averaged analytically. The fraction within $30^\circ$ was 0.8404, the value given by (\ref{cone}).

\section{Limits and energies}

\paragraph{Proposition 2.} Near the normal, up to terms of order $\theta^4$ in the logarithm, the flux behaves as $\cos^n\theta$ with
\begin{equation}
n=1+\frac{2e^2}{1+e}.
\label{n}
\end{equation}

\emph{Proof.} For small $\theta$, $x\simeq e\theta^2$. The logarithm of (\ref{ratio}) is
\begin{equation}
\ln\!\left(1+\frac{x}{1+e}\right)-x\simeq-\frac{e\,x}{1+e}\simeq-\frac{e^2\theta^2}{1+e}.
\end{equation}
Adding $\ln\cos\theta\simeq-\theta^2/2$ gives $\ln[j(\theta)/j(0)]\simeq-n\theta^2/2$, which is also the leading term of $n\ln\cos\theta$. $\square$

For a weak barrier, $n-1\simeq2e^2$: the first-order effect vanishes. The reason is that the flux contains few slow molecules. With $a=E_0/(kT\cos^2\theta)$, the fraction of the incident flux at angle $\theta$ that fails to stick is $1-(1+a)e^{-a}\simeq a^2/2$. At $e=0$ the cosine law returns.

For a high barrier, $e\gg1$, the beam is confined to angles of order $e^{-1/2}$, where $j(\theta)/j(0)\simeq e^{-e\theta^2}$. The half-intensity angle is then about $\sqrt{\ln2/e}$. For a sharp barrier at fixed $E_0$, cooling the surface narrows the beam and reduces the factor $e^{-e}$.

\paragraph{Proposition 3.} The mean translational energy of all desorbed molecules is $E_0+2kT$. At angle $\theta$ it is
\begin{equation}
\langle E\rangle_\theta=kT\,\frac{a^2+2a+2}{a+1},\qquad a=\frac{E_0}{kT\cos^2\theta},
\label{energy}
\end{equation}
which for $E_0>0$ rises away from the normal.

\emph{Proof.} From the second derivation, the mean normal energy is $E_0+kT$ and the mean parallel energy is $kT$. At fixed angle, with $y=E/kT$, the mean is the ratio of $\int_a^\infty y^2e^{-y}dy=(a^2+2a+2)e^{-a}$ to $\int_a^\infty y\,e^{-y}dy=(a+1)e^{-a}$, times $kT$. The ratio equals $a+1+1/(a+1)$, whose derivative $1-1/(a+1)^2$ is positive for $a>0$, and $a$ grows with $\theta$. $\square$

A molecule leaving at a large angle needs the same minimum normal energy as any other, and hence a larger total energy. With a sharp barrier such molecules are fast and rare. A gradual rise of the sticking probability can change their energy greatly, as the last section shows.

\section{Worked example}

Take $E_0=0.40$ eV and $T=1000$ K, round values in the rough regime of hydrogen leaving hot copper. Then $kT=0.08617$ eV and
\begin{equation}
e=\frac{0.40}{0.08617}=4.642,\qquad
n=1+\frac{2(4.642)^2}{5.642}=8.64 .
\end{equation}
At $30^\circ$, $\tan^2\theta=1/3$ and $\cos^2\theta=0.75$, so
\begin{align}
\frac{j(30^\circ)}{j(0)}&=\frac{4.642+0.75}{5.642\times0.8660}\,e^{-4.642/3}
=1.104\times0.2128=0.235,\\
F(30^\circ)&=1-0.75\times0.2128=0.840 .
\end{align}
Other angles are as follows.

\begin{center}
\begin{tabular}{ccccc}
$\theta$ & $j(\theta)/j(0)$ & $\cos\theta$ & $\cos^{n}\theta$ & $\langle E\rangle_\theta$ (eV)\\
\hline
$0^\circ$ & 1 & 1 & 1 & 0.501\\
$20^\circ$ & 0.563 & 0.940 & 0.584 & 0.553\\
$30^\circ$ & 0.235 & 0.866 & 0.289 & 0.631\\
$45^\circ$ & 0.0124 & 0.707 & 0.0501 & 0.895\\
$60^\circ$ & $1.6\times10^{-6}$ & 0.500 & $2.5\times10^{-3}$ & 1.69
\end{tabular}
\end{center}

The flux falls to half at $21.8^\circ$; the high-barrier estimate $\sqrt{\ln2/4.642}=0.386$ rad, or $22.1^\circ$, is close. Half of the molecules leave within $19.4^\circ$. The power $\cos^n\theta$ serves near the normal but is too large by a factor of about four at $45^\circ$ and by three orders of magnitude at $60^\circ$.

The mean energy is $0.40+2(0.08617)=0.572$ eV, or 55.2 kJ/mol. The slowest H$_2$ molecule has normal speed $\sqrt{2E_0/m}=6.19$ km/s. The sticking probability averaged over the thermal gas flux is $e^{-e}=9.6\times10^{-3}$.

\section{Where the sharp barrier fails}

Hydrogen dissociates on copper over barriers of several tenths of an eV, and the sticking probability rises gradually with energy instead of in a step. The value 0.40 eV is on the low side for molecules in the vibrational ground state. A constant saturation value of $S$ below 1 would multiply $j$ without changing its shape, but the gradual rise does change the shape. Take
\begin{equation}
S(E_n)=\frac12\left[1+\operatorname{erf}\frac{E_n-E_0}{W}\right],\qquad W=0.15\ \text{eV}.
\end{equation}
With this $W$, $S$ rises from 0.1 to 0.9 over 0.27 eV. The form corresponds to a Gaussian distribution of thresholds $b$ with density proportional to $e^{-(b-E_0)^2/W^2}$. Each threshold contributes a desorbed flux proportional to $e^{-b/kT}$, if the small tail at $b<0$ is ignored. Completing the square,
\begin{equation}
-\frac{(b-E_0)^2}{W^2}-\frac{b}{kT}
=-\frac{1}{W^2}\left(b-E_0+\frac{W^2}{2kT}\right)^2-\frac{E_0}{kT}+\frac{W^2}{4(kT)^2}.
\end{equation}
The mean threshold among desorbing molecules is thus $E_0-W^2/2kT=0.27$ eV, not 0.40 eV. Direct integration at the same $E_0$ and $T$ gives a mean normal energy of 0.36 eV instead of 0.49 eV, and a total flux larger by a factor of 2.13. The half-intensity angle widens from $21.8^\circ$ to $25.3^\circ$, and the relative flux at $60^\circ$ rises from $1.6\times10^{-6}$ to $4.5\times10^{-3}$. About a tenth of the flux at $60^\circ$ comes from the tail at $b<0$, so the value there depends on the assumed form of $S$.

A spread of this size also removes the steady rise of mean energy with angle. The mean translational energy is now 0.41 eV on the normal, 0.50 eV at $45^\circ$ and 0.40 eV at $60^\circ$, where the sharp barrier gives 1.69 eV. The value at $60^\circ$ again depends on the tail: with thresholds restricted to $b\ge0$ it is 0.43 eV. At large angles most of the molecules that leave have crossed low barriers. The factor by which $\pi j(0)$ exceeds the total rate falls from 5.6 to 4.1. If $W$ is held fixed, cooling also narrows the beam less: from 1000 K to 800 K the half-intensity angle falls from $25.3^\circ$ to $23.9^\circ$, where the sharp barrier gives $21.8^\circ$ and $19.6^\circ$. This depends on $W$ not changing with temperature: if $W$ falls to 0.134 eV at 800 K, the angle is about $23^\circ$, and the narrowing is as large as for the sharp barrier. A sharp barrier fitted to a measured beam is therefore an effective quantity, not the centre of the sticking curve.

Three further effects were sized separately, again at fixed $E_0$ and $T$.

\begin{itemize}
\item \emph{Excited vibration.} A state 0.5 eV higher whose barrier is lower by 0.3 eV adds a fraction $e^{-0.2\,\mathrm{eV}/kT}=0.098$ to the total flux. The half-intensity angle becomes $22.2^\circ$, but the relative flux at $60^\circ$ rises to $1.5\times10^{-3}$.
\item \emph{Tunnelling.} With transmission $1/\{1+\exp[-2\pi(E_n-E_0)/\hbar\omega]\}$ and $\hbar\omega=0.10$ eV, the total flux grows by 5.8 per cent and the angle becomes $22.0^\circ$.
\item \emph{Moving surface atoms.} If a free thermal copper atom carries the barrier, so that relative motion sets both threshold and collision rate, the flux grows by 1.6 per cent and the angle becomes $22.1^\circ$. The growth is the factor $\sqrt{1+m/M}$ in the relative collision rate, with $M$ the mass of the atom; it is not a lowering of the barrier.
\end{itemize}

These changes should not be added, since a measured width $W$ may already contain part of the others. Of the four, with the values chosen here, the barrier spread changes the beam width most. The far wings are the least reliable part of the sharp-barrier result: at $60^\circ$ its own flux is so small that a minority of molecules with low barriers dominates. Rotation and lateral variation of the barrier have not been sized here. The numerical output below gives more digits for the beam widths and total fluxes.

\section*{Computed results}
\begin{verbatim}
barrier E0 = 0.40 eV, temperature T = 1000 K
kT = 0.08617 eV, e = E0/kT = 4.642
hemispherical sticking exp(-e) = 9.640e-03
local cosine exponent n = 8.64
half-intensity angle = 21.80 deg (cosine law 60 deg)
median angle = 19.41 deg (cosine law 45.00 deg)
fraction within 30 deg = 0.8404 (cosine law 0.2500)
same fraction from trajectories = 0.8404
mean energy, all angles = 0.5723 eV = 55.2 kJ/mol
mean energy of cosine-law gas flux 2kT = 0.1723 eV
mean normal energy = 0.4862 eV, mean parallel energy = 0.0862 eV
H2 mass = 2.016 u, minimum normal speed = 6.19 km/s
angle(deg)  j/j(0)  cos  cos^n  mean energy(eV)
  0  1.000e+00  1.0000  1.000e+00  0.5014
 10  8.743e-01  0.9848  8.761e-01  0.5135
 20  5.635e-01  0.9397  5.843e-01  0.5529
 30  2.349e-01  0.8660  2.887e-01  0.6315
 45  1.243e-02  0.7071  5.010e-02  0.8946
 60  1.554e-06  0.5000  2.510e-03  1.6906
inputs: spread W = 0.15 eV, barrier-top quantum = 0.1 eV
inputs: vibration quantum = 0.5 eV, lowering = 0.3 eV
input: Cu mass = 63.55 u
effective barrier with spread E0-W^2/(2kT) = 0.2694 eV
mean normal energy with spread = 0.3562 eV
model: half angle(deg), j(30)/j(0), j(60)/j(0), total flux/sharp
sharp barrier: 21.80, 0.2349, 1.55e-06, 1.000
barrier spread: 25.27, 0.3622, 4.48e-03, 2.130
excited vibration: 22.16, 0.2515, 1.46e-03, 1.098
tunnelling: 22.03, 0.2435, 3.99e-06, 1.058
moving Cu atoms: 22.09, 0.2467, 6.56e-06, 1.016
\end{verbatim}
